Population and coherence heat conduction by two degenerate phonons

**Question**

I am computing the lattice conductivity of a cubic semiconductor in the Wigner formulation, which has a population term from the diagonal velocities and a coherence term from the off-diagonal ones. On the [111] axis the two transverse acoustic phonons are degenerate, so I may replace their eigenvectors by any orthonormal combination.

An exercise asks me to show that, for equal linewidths, such a rotation changes the population conductivity but leaves the sum of the two terms unchanged. I can see that the diagonal velocities depend on the basis. I cannot see why the coherence term should compensate, since it has a different-looking prefactor with a Lorentzian in it. Is the statement always true? Could I avoid the problem by choosing eigenvectors that diagonalize the velocity? And how large is the effect in something like InSb?

**Answer**

The compensation follows once both terms are written as parts of one trace. The statement needs some conditions, which appear along the way.

**1. Where the two terms come from**

Work at one wavevector q. Let D(q) be the dynamical matrix, Ω = √D the frequency operator, and V^α = ∂Ω/∂q_α the velocity operator. Let Γ be the full linewidth, so that a lifetime is 1/Γ. In the relaxation-time approximation, the deviation n of the phonon density matrix from local equilibrium obeys, in a steady temperature gradient along β,

i[Ω, n] + ½{Γ, n} = −½{V^β, N_T} ∂_βT,

where N_T = ∂N/∂T is the temperature derivative of the Bose function of Ω. The heat flux from this q is

J^α = (ħ/𝒱) Tr(½{Ω, V^α} n),

with 𝒱 the crystal volume.

Take eigenvectors of Ω, and suppose that Γ is diagonal in them. The (s,s′) element of the first equation is

[i(ω_s − ω_s′) + Γ̄] n_ss′ = −½ V^β_ss′ (N_T,s + N_T,s′) ∂_βT, with Γ̄ = ½(Γ_s + Γ_s′).

Solve for n_ss′, insert it in the flux, and use κ = −J/∂T. The modal heat capacity is C_s = ħω_s N_T,s, so ħN_T,s = C_s/ω_s. For α = β the velocity factor is |V_ss′|², which is unchanged when s and s′ are exchanged. The imaginary part of 1/[Γ̄ + i(ω_s − ω_s′)] changes sign under that exchange and cancels. What remains is

κ = (1/𝒱) Σ_ss′ W_ss′ |V_ss′|²,

W_ss′ = ¼(ω_s + ω_s′)(C_s/ω_s + C_s′/ω_s′) Γ̄/[(ω_s − ω_s′)² + Γ̄²].

Terms with s = s′ are the population conductivity; the others are the coherence conductivity.

**2. The sum is a trace**

For two modes with the same ω, hence the same C, and the same Γ, the weight is

W = ¼(2ω)(2C/ω) · Γ/Γ² = C/Γ.

This holds for s = s′ and for s ≠ s′ alike: the Lorentzian sits at its peak and becomes the ordinary lifetime. No imaginary part arises, so different directions α and β can be treated at once:

κ_sum^αβ = (C/𝒱Γ) Σ_ss′ V^α_ss′ V^β_s′s = (C/𝒱Γ) Tr(V^α V^β),

with the trace over the pair. New eigenvectors mean V → U†VU with a unitary 2×2 matrix U, and

Tr(U†V^αU U†V^βU) = Tr(V^αV^β),

because UU† = 1 and the trace is cyclic. This proves the invariance.

Coherences between the pair and a third mode m do not spoil it. Both members of the pair have the same weight with m, so only Σ_s |V_ms|² enters. That is the squared length of a two-component vector, which U preserves.

**3. What happens to the population term**

Write the pair's Hermitian velocity matrix as

V^α = v0^α 1 + w^α·σ,

with σ the Pauli matrices and w^α a real three-component vector. A choice of basis is a choice of the unit vector n for which n·σ is diagonal. The diagonal velocities are then v0^α ± n·w^α. With a = n·w^α and b = n·w^β, the population sum is

(v0^α + a)(v0^β + b) + (v0^α − a)(v0^β − b) = 2(v0^α v0^β + ab),

since the cross terms cancel. The full trace follows from Tr 1 = 2, Tr σ_i = 0 and Tr σ_iσ_j = 2δ_ij. Hence

κ_pop^αβ = (2C/𝒱Γ)[v0^α v0^β + (n·w^α)(n·w^β)],

κ_sum^αβ = (2C/𝒱Γ)[v0^α v0^β + w^α·w^β].

For α = β the population term lies between (2C/𝒱Γ)v0² and the full sum. It depends on the basis unless w = 0, that is, unless the velocity matrix is a multiple of the identity.

For a real rotation, start from the basis e1, e2 in which a real V is diagonal with entries v0 + w and v0 − w, where w is now a signed number. With e1′ = cosθ e1 + sinθ e2 and e2′ = −sinθ e1 + cosθ e2,

V′11 = cos²θ (v0 + w) + sin²θ (v0 − w) = v0 + w cos2θ,

V′22 = sin²θ (v0 + w) + cos²θ (v0 − w) = v0 − w cos2θ,

V′12 = −sinθ cosθ (v0 + w) + sinθ cosθ (v0 − w) = −w sin2θ.

Squaring and adding the diagonal entries, and then the two equal off-diagonal ones, gives

κ_pop = (2C/𝒱Γ)(v0² + w² cos²2θ),

κ_coh = (2C/𝒱Γ) w² sin²2θ.

The loss in one is the gain in the other.

There is one exception for real rotations. The rotation matrix is exp(−iθσ_y), which commutes with σ_y. If the traceless part of V is purely σ_y, a real rotation changes nothing, although a complex combination still does.

**4. The pair on [111] in a cubic crystal**

For long waves, elasticity gives D. With density ρ and A = C11 − C12 − 2C44,

D = (1/ρ)[C44 q² 1 + (C12 + C44) q qᵀ + A diag(q_x², q_y², q_z²)].

On [111] each q_α² is q²/3. For a polarization e perpendicular to q the middle term vanishes, so both transverse modes have

ω = v_T q, ρv_T² = C44 + A/3.

To get V, differentiate Ω² = D, which gives V^αΩ + ΩV^α = ∂D/∂q_α. Between two modes of equal frequency the left side is 2ωV^α. The derivative is

∂D/∂q_α = (1/ρ)[2C44 q_α 1 + (C12 + C44)(x_α qᵀ + q x_αᵀ) + 2A q_α x_α x_αᵀ],

where x_α is the unit vector along axis α. Between transverse vectors the middle bracket vanishes, because each of its terms contains q·e. Let t_α be the transverse part of x_α. With q_α = q/√3 and ω = v_T q,

V^α = [1/(√3 ρv_T)] (C44 1 + A t_α t_αᵀ).

The squared length of t_α is 1 − 1/3 = 2/3, so t_α t_αᵀ has eigenvalues 2/3 and 0. It equals (1/3)(1 + m_α·σ), with m_α a unit vector. Therefore

v0 = (C44 + A/3)/(√3 ρv_T) = v_T/√3,

w^α = w m_α, w = A/(3√3 ρv_T).

The population term thus depends on the basis here because of elastic anisotropy; with A = 0 it would not.

On [001] the outcome differs. For V^x and V^y, q_α = 0 and the middle bracket again vanishes between transverse vectors, so both matrices are zero. For V^z the A term acts only on z, leaving a multiple of the identity. Rotating that pair changes nothing, although it is degenerate too.

**5. Numbers for InSb**

I use rough typical values: C11, C12, C44 = 67, 37, 30 GPa, ρ = 5770 kg/m³, lattice constant a = 0.648 nm, Γ = 0.010 rad/ps (lifetime 100 ps), and 300 K. Take the first point on [111] of a 16×16×16 mesh. The zone boundary L is at √3π/a = 8.40 nm⁻¹, so q = 8.40/8 = 1.05 nm⁻¹.

Then A = 67 − 37 − 60 = −30 GPa and ρv_T² = 30 − 10 = 20 GPa. This gives v_T = 1862 m/s, v0 = 1075 m/s and w = −537 m/s. The ratio w/v0 = A/(3ρv_T²) is −1/2. The phonon energy is 1.29 meV, far below the thermal energy, so C is the Boltzmann constant to within 0.03 %.

The mesh stands for a crystal of 16³ primitive cells, so 𝒱 = 4096 × (0.648 nm)³/4 = 279 nm³. For heat along [100],

2C/𝒱 = 99.1 J/(m³ K),

(v0² + w²)/Γ = (1.155 + 0.289)×10⁶ m²/s² × 10⁻¹⁰ s = 1.444×10⁻⁴ m²/s,

κ_sum = 14.3 mW/(m K).

The angle θ is measured from e1 = (2,−1,−1)/√6, the direction of t_x. In mW/(m K):

θ = 0°: population 14.3, coherence 0.0
θ = 15°: population 13.6, coherence 0.7
θ = 22.5°: population 12.9, coherence 1.4
θ = 30°: population 12.2, coherence 2.1
θ = 45°: population 11.4, coherence 2.9

Each line adds to 14.3. At 45° the population fraction is v0²/(v0² + w²) = 1/(1 + 1/4) = 80 %.

**6. Can you diagonalize the velocity and forget coherence?**

You can for one direction of heat flow: θ = 0 does it for [100]. You cannot here for all three. The vectors t_x, t_y, t_z lie 120° apart in the transverse plane. For t at angle φ from e1, t tᵀ contains cos2φ σ_z + sin2φ σ_x, so the m_α sit at the doubled angles, again 120° apart. The matrices V^x, V^y, V^z do not commute, and no basis diagonalizes them together.

Add the population terms for x, y and z in any real basis. The three squared cosines, at angles 120° apart, sum to 3/2, so

(3v0² + (3/2)w²)/(3v0² + 3w²) = (3 + 3/8)/(3 + 3/4) = 90 %.

Real rotations only move this amount among the directions. Circular vectors (e1 ± ie2)/√2 do more. For a real symmetric V their diagonal velocities are ½(V11 + V22) = v0, whatever the direction, and the fraction falls to 80 % for all three.

This can make a cubic crystal look anisotropic. Suppose a code always takes the projection of x as its first transverse vector, at all eight points of the ⟨111⟩ star. For x the squared cosine is 1; for y and z it is cos²120° = 1/4. The star then gives population terms of

κ_xx = 114 mW/(m K), κ_yy = κ_zz = 97 mW/(m K),

a ratio of 1.18 produced by the choice of vectors. Circular vectors give 92 in each direction. The sum of population and coherence is 114 in each direction for every choice. At an exact degeneracy, then, the split is bookkeeping, and the sum is the quantity to report.

**7. What "equal linewidths" must mean**

For a degenerate pair the linewidth is a 2×2 matrix. The proof needs this matrix to be Γ times the identity; equal diagonal entries in one basis are not enough.

On [111] in a diamond or zinc-blende crystal, such as InSb, symmetry supplies the condition. A Hermitian 2×2 matrix that commutes with a 120° rotation has the form a1 + bσ_y. A mirror plane containing the axis reverses σ_y, so b = 0.

Suppose some perturbation breaks this symmetry and gives linewidths 0.0105 and 0.0095 rad/ps to e1 and e2, with all else held fixed. In that basis V^x is diagonal, and

κ = (C/𝒱)[(v0 + w)²/Γ1 + (v0 − w)²/Γ2] = 14.9 mW/(m K).

Now turn the basis by 45°. Both diagonal linewidths become 0.0100 rad/ps, and an off-diagonal element of size ½(Γ1 − Γ2) = 0.0005 rad/ps appears. If you drop that element, the mode formula returns 14.3, which is 4 % below the correct value. The formula of section 1 assumed a diagonal Γ. At an exact degeneracy with unequal linewidths, use the eigenvectors of the pair's linewidth matrix. If the frequencies differ and Γ is not diagonal in the eigenvectors of Ω, solve the matrix equation directly.

**8. Stepping off the axis**

The freedom to rotate exists where the frequencies coincide. Move q by δq along a unit vector d perpendicular to [111]. To first order the pair is governed by δq Σ_α d_α V^α. The v0 part drops out because Σ_α d_α = 0. Since m_α·m_β = −1/2 for α ≠ β, the squared length of the rest is

w²[Σ_α d_α² − ½ Σ_α≠β d_αd_β] = w²[1 + ½] = (3/2)w²,

where Σ_α≠β d_αd_β = (Σ_α d_α)² − Σ_α d_α² = −1. The splitting is therefore

Δω = 2√(3/2) |w| δq.

It equals Γ at δq = 0.0076 nm⁻¹, which is 138 times smaller than the mesh step along the axis. The weight of the coherence term falls as 1/[1 + (Δω/Γ)²].

The direction of the step now selects the eigenvectors. For d along [2,−1,−1], Σ_α d_α m_α is parallel to m_x. The eigenvectors diagonalize V^x, and the population term is the full 14.3 mW/(m K) to leading order. The next-order correction is odd in δq and grows quickly: the elastic D gives 14.65 and 13.98 at ±0.0076 nm⁻¹, and 18.0 and 11.3 at ten times that offset. For d along [0,1,−1] it is perpendicular to m_x. The eigenvectors are those of θ = 45°, so 11.4 is population and up to 2.9 is coherence. I diagonalized the elastic D at such displaced points and took V from central differences of √D. At one and three times the offset above, 50 % and 10 % of the on-axis coherence remained, as the Lorentzian predicts.

So two limits differ. At the degeneracy the sum is 14.3 whatever the basis. At a fixed small offset along [0,1,−1], letting Γ become much smaller than Δω removes the coherence and leaves the 11.4 part, with the common factor 1/Γ taken out. There is no contradiction: off the axis the eigenvectors are fixed by the physics, and rotating them is no longer allowed.

This matters for a mesh. Over a small ring around the axis, the basis vector n turns uniformly with the direction of d, and cos²2θ averages to ½. Well outside the narrow tube where Δω ≲ Γ, the ring average is thus (2C/𝒱Γ)(v0² + ½w²) = 12.9 mW/(m K) to leading order. An on-axis point gives 14.3, about 10 % more than its close surroundings. The value 12.9 holds only while the ring radius is small compared with q. With the elastic D and fixed Γ the ring average of the sum is 12.95 at 0.08 nm⁻¹, 13.1 at 0.15, 13.7 at 0.3 and 14.7 at 0.5 nm⁻¹, which is about half the mesh step. On this 16×16×16 mesh the difference between 14.3 and 12.9 is therefore not the error of the on-axis point, because the velocities vary by a comparable amount across the cell. The basis-independent sum removes the arbitrariness; it does not replace mesh convergence.

**9. How close is this to real InSb?**

The elastic constants and density are of the right size for InSb, a semiconductor used in infrared detectors. The linewidth is the least certain input: a real calculation must obtain it from anharmonic, defect and carrier scattering. At fixed velocities the conductivities of the degenerate pair on the axis scale as 1/Γ, and their population fractions do not depend on Γ. At a fixed offset from the axis the fraction does depend on Γ, through the Lorentzian of section 8. The star's 0.114 W/(m K) is one small part of a total lattice conductivity that is of order 10 W/(m K) at room temperature.

In a thin device, scattering at the surfaces adds to that in the bulk. The mean free path measured along the [111] axis, v_T/Γ, is 186 nm. In a 100 nm film, adding a boundary rate v_T/(100 nm) to both linewidths multiplies the pair's conductivity by 1/(1 + 1.86) = 0.35, taking 14.3 to about 5 mW/(m K). This is only an order-of-magnitude estimate. The sum stays basis-independent if that rate is the same for both polarizations. In general it is not, because the velocities normal to the film differ, and section 7 then applies. For a film normal to [001], for example, a rate matrix equal to the absolute value of V^z divided by 100 nm gives about 8 mW/(m K) instead of 5.

Two other omissions are smaller at this q. For a simple chain, lattice dispersion multiplies the group velocity by cos(π/16), which lowers v² by about 4 %. The transverse branch of InSb is flatter near the zone boundary than that of such a chain, so the true loss may be two or three times larger. Coherence with the longitudinal mode, evaluated from W with the elastic three-mode velocity matrix and a longitudinal linewidth of 0.020 rad/ps, is about 4×10⁻⁵ of the pair's sum, because the frequencies are far apart compared with the linewidths. I have not estimated collective phonon drift, which lies outside the relaxation-time approximation.
